# Shear viscosity of a Debye phonon gas with normal scattering: a numerical check

```python
# Result under test: a phonon branch omega = c k whose normal collisions have a
# constant relaxation time tau, without resistive collisions, has the shear
# viscosity eta = (4/15) E tau when T is far below the Debye temperature.
# With a Debye cutoff the result is eta = C T tau / 15.
# E: thermal energy density, C: heat capacity per volume, T: temperature,
# u: drift velocity, s: unit vector along the wavevector k, q: wavenumber of a
# drift wave, K = q c tau. Tests use hbar = k_B = 1; the example uses eV, A, ps, K.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, zeta


def sphere(n_mu, n_phi):
    """Directions and weights (sum 1) for averages over the unit sphere."""
    mu, w = np.polynomial.legendre.leggauss(n_mu)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.3) / n_phi
    m, p = np.meshgrid(mu, phi, indexing="ij")
    r = np.sqrt(1 - m**2)
    s = np.stack([m, r * np.cos(p), r * np.sin(p)], axis=-1).reshape(-1, 3)
    return s, np.repeat(w / 2 / n_phi, n_phi)


def bose_moment(n):
    """Integral of x^n e^x/(e^x-1)^2 from zero to infinity."""
    return n * gamma(n) * zeta(n)


X_MEAN = bose_moment(5) / bose_moment(4)   # mean omega/T, viscosity weight
T0, C0, TAU0 = 0.7, 1.3, 2.1               # arbitrary values for the tests


def k_grid(x_max):
    node, wn = np.polynomial.legendre.leggauss(80)
    x, wx = x_max * (node + 1) / 2, x_max * wn / 2
    s, ws = sphere(12, 12)
    radius = x * T0 / C0
    k = (radius[:, None, None] * s).reshape(-1, 3)
    shell = wx * T0 / C0 * radius**2 * 4 * np.pi / (2 * np.pi)**3
    weight = (shell[:, None] * ws).ravel()
    return np.repeat(x, len(ws)), k, C0 * np.tile(s, (len(x), 1)), weight


def drifting_bose(k, temperature, u):
    omega = C0 * np.linalg.norm(k, axis=1)
    return 1 / np.expm1((omega - np.sum(k * u, axis=1)) / temperature)


def response(x_max, power, grad_u, grad_t):
    """First-order stress from numerical derivatives of the drifting Bose law.
    grad_u[i, j] = d u_i / d x_j; tau varies as omega^(-power)."""
    x, k, v, weight = k_grid(x_max)
    omega = C0 * np.linalg.norm(k, axis=1)
    h = 1e-4
    dt, du = h * (v @ grad_t), h * (v @ grad_u.T)
    stream = (drifting_bose(k, T0 + dt, du)
              - drifting_bose(k, T0 - dt, -du)) / (2 * h)
    zero = np.zeros(3)
    basis = [(drifting_bose(k, T0 + h, zero)
              - drifting_bose(k, T0 - h, zero)) / (2 * h)]
    for axis in np.eye(3):
        basis.append((drifting_bose(k, T0, h * axis)
                      - drifting_bose(k, T0, -h * axis)) / (2 * h))
    basis = np.array(basis)
    conserved = np.vstack([omega, k.T]) * weight
    rates = np.linalg.solve(conserved @ basis.T, -conserved @ stream)
    total = stream + rates @ basis
    n1 = -TAU0 * (x / X_MEAN)**(-power) * total
    stress = np.einsum("n,ni,nj->ij", weight * n1, k, v)
    energy = weight @ (omega * drifting_bose(k, T0, zero))
    heat_capacity = weight @ (omega * basis[0])
    residue = np.max(np.abs(total)) / np.max(np.abs(stream))
    return stress, rates, energy, heat_capacity, residue


def cutoff_factor(x_debye):
    """C T/(4 E) for a branch cut off at omega/T = x_debye."""
    top = min(x_debye, 60.0)
    ct = quad(lambda x: x**4 * np.exp(-x) / np.expm1(-x)**2, 0, top)[0]
    e = quad(lambda x: x**3 / np.expm1(x), 0, top)[0]
    return ct / (4 * e)


# Stress, conservation laws and cancellation of the temperature gradient.
G = np.array([[0.3, 0.8, -0.2], [0.1, -0.5, 0.4], [0.6, 0.2, 0.7]])
g_t = np.array([0.2, -0.3, 0.1])
shear = G + G.T - 2 / 3 * np.trace(G) * np.eye(3)
stress, rates, energy, heat_cap, _ = response(45.0, 0, G, g_t)
assert np.isclose(energy, np.pi**2 * T0**4 / (30 * C0**3), rtol=1e-8)
assert np.isclose(heat_cap * T0, 4 * energy, rtol=1e-6)
assert np.allclose(stress, -4 / 15 * energy * TAU0 * shear,
                   rtol=1e-5, atol=1e-6 * energy)
assert np.isclose(rates[0], -T0 * np.trace(G) / 3, rtol=1e-5)
assert np.allclose(rates[1:], -C0**2 * g_t / T0, rtol=1e-5)
eta_ratio_test = -stress[0, 1] / shear[0, 1] / (energy * TAU0)
assert response(45.0, 0, np.zeros((3, 3)), g_t)[4] < 1e-5

# A Debye cutoff: C T tau/15 survives, 4 E tau/15 does not.
stress_c, _, energy_c, heat_c, _ = response(2.0, 0, G, g_t)
assert np.allclose(stress_c, -heat_c * T0 * TAU0 / 15 * shear,
                   rtol=1e-5, atol=1e-6 * energy_c)
measured = -stress_c[0, 1] / shear[0, 1] / (4 / 15 * energy_c * TAU0)
assert np.isclose(measured, cutoff_factor(2.0), rtol=1e-5)
assert measured < 0.5
assert abs(cutoff_factor(0.01) - 0.25) < 2e-3

# Frequency-dependent relaxation time, equal to tau at the mean phonon energy.
power_factor = {}
for power in (1, 2):
    power_factor[power] = (X_MEAN**power * bose_moment(4 - power)
                           / bose_moment(4))
    stress_p = response(45.0, power, G, g_t)[0]
    assert np.allclose(stress_p, power_factor[power] * stress,
                       rtol=1e-5, atol=1e-6 * energy)

# Momentum carried by a drift of finite speed.
_, k_pts, _, k_wt = k_grid(60.0)


def drift_excess(beta):
    """Momentum density at drift beta*c over its linear value."""
    n = drifting_bose(k_pts, T0, np.array([beta * C0, 0, 0]))
    return (k_wt @ (k_pts[:, 0] * n)) / (4 * energy * beta / (3 * C0))


assert np.isclose(drift_excess(0.1), (1 - 0.1**2)**-3, rtol=1e-6)
assert np.isclose(drift_excess(0.001), 1, rtol=1e-5)


def slow_modes(K):
    """Transverse decay rate, second-sound frequency and damping, times tau,
    from the transport operator with energy and momentum conserved."""
    s, w = sphere(16, 8)
    keep = np.outer(np.ones(len(w)), w) + 3 * (s @ (s * w[:, None]).T)
    lam = np.linalg.eigvals(-1j * K * np.diag(s[:, 0]) - np.eye(len(w)) + keep)
    slow = lam[np.argsort(-lam.real)[:4]]
    slow = slow[np.argsort(np.abs(slow.imag))]
    assert np.max(np.abs(slow[:2].imag)) < 1e-9
    return -slow[:2].real.mean(), abs(slow[3].imag), -slow[3].real


decay, frequency, damping = slow_modes(0.05)
assert np.isclose(decay, 0.05**2 / 5, rtol=2e-4)
assert np.isclose(frequency, 0.05 / np.sqrt(3), rtol=1e-3)
assert np.isclose(damping, 2 * 0.05**2 / 15, rtol=3e-3)
quartic = (0.2**2 / 5 - slow_modes(0.2)[0]) / 0.2**4
assert abs(quartic - 1 / 175) < 1e-4


def crystal_factors(c11, c12, c44, density, c_ref):
    """Three-branch cubic crystal over one isotropic branch of speed c_ref:
    viscosity for flow along a cube axis, viscosity for flow along a face
    diagonal, and drift mass density. Moduli GPa, density kg/m3, speed A/ps."""
    s, w = sphere(60, 120)

    def omega(p):
        m = (c12 + c44) * p[:, :, None] * p[:, None, :]
        square = np.sum(p**2, axis=1)
        for i in range(3):
            m[:, i, i] = c11 * p[:, i]**2 + c44 * (square - p[:, i]**2)
        return np.sqrt(np.linalg.eigvalsh(m) * 1e9 / density) / 100

    c = omega(s)
    h = 1e-5
    v = np.stack([(omega(s + h * a) - omega(s - h * a)) / (2 * h)
                  for a in np.eye(3)], axis=-1)
    s_diag, v_diag = (s[:, 0] - s[:, 1]) / 2**0.5, (v[..., 0] + v[..., 1]) / 2**0.5
    cube = 15 * c_ref**3 * np.sum(w[:, None] * (s[:, :1] * v[..., 1])**2 / c**5)
    diag = 15 * c_ref**3 * np.sum(w[:, None] * (s_diag[:, None] * v_diag)**2 / c**5)
    mass = 3 * c_ref**5 * np.sum(w[:, None] * s[:, :1]**2 / c**5)
    return cube, diag, mass


# Isotropic moduli must return plain sums over the three sound speeds.
iso = crystal_factors(100.0, 40.0, 30.0, 2800.0, 36.0)
speeds = np.sqrt(np.array([100.0, 30.0, 30.0]) * 1e9 / 2800.0) / 100
assert np.allclose(iso[:2], np.sum((36.0 / speeds)**3), rtol=1e-6)
assert np.isclose(iso[2], np.sum((36.0 / speeds)**5), rtol=1e-6)

# Example: rough typical values for sodium fluoride near 15 K.
kb = const.k / const.e
hbar = const.hbar / const.e * 1e12
temp, c, tau, tau_r = 15.0, 36.0, 1.0e5, 5.0e6
wavelength, lattice, beta = 4.0e7, 4.6, 0.01
moduli, mass_density = (100.0, 25.0, 28.0), 2800.0
E = np.pi**2 * (kb * temp)**4 / (30 * (hbar * c)**3)
eta = 4 / 15 * E * tau
rho = 4 * E / (3 * c**2)
nu = eta / rho
assert np.isclose(nu, c**2 * tau / 5)
pascal = const.e / 1e-30
q = 2 * np.pi / wavelength
K = q * c * tau
rate_hydro = nu * q**2
rate_kinetic = slow_modes(K)[0] / tau
assert np.isclose(rate_kinetic, (K**2 / 5 - K**4 / 175) / tau, rtol=1e-3)


def debye_temperature(speed, a):
    """One acoustic branch, four primitive cells per cubic cell of edge a."""
    return hbar * speed * (6 * np.pi**2 * 4 / a**3)**(1 / 3) / kb


theta = debye_temperature(c, lattice)
edge_fraction = X_MEAN * temp / theta
cube, diag, mass = crystal_factors(*moduli, mass_density, c)
si_speed, si_lattice, si_temp = 60.0, 5.4, 300.0
si_theta = debye_temperature(si_speed, si_lattice)

print(f"test: eta/(E tau) from k integration = {eta_ratio_test:.6f}")
print(f"test: 4/15 = {4/15:.6f}")
print(f"test: K^4 coefficient of decay = {quartic:.5f}; 1/175 = {1/175:.5f}")
print(f"temperature = {temp:.0f} K")
print(f"thermal energy k_B T = {kb*temp:.4e} eV")
print(f"sound speed c = {c:.0f} A/ps")
print(f"normal relaxation time tau = {tau:.1e} ps")
print(f"mean free path c tau = {c*tau:.2e} A")
print(f"energy density E = {E:.4e} eV/A^3")
print(f"viscosity eta = {eta:.4e} eV ps/A^3")
print(f"viscosity eta = {eta*pascal*1e-12:.3e} Pa s")
print(f"drift mass density rho = {rho:.4e} eV ps^2/A^5")
print(f"kinematic viscosity = {nu:.4e} A^2/ps")
print(f"drift wavelength = {wavelength:.1e} A")
print(f"K = q c tau = {K:.4f}")
print(f"decay rate, viscosity formula = {rate_hydro:.4e} 1/ps")
print(f"decay rate, kinetic operator = {rate_kinetic:.4e} 1/ps")
print(f"viscous decay time = {1/rate_hydro:.3e} ps")
print(f"drift speed amplitude u = {beta*c:.2f} A/ps")
print(f"heat flux amplitude 4Eu/3 = {4*E*beta*c/3:.3e} eV/(A^2 ps)")
print(f"shear stress amplitude eta q u = {eta*q*beta*c:.3e} eV/A^3")
print(f"neglected: resistive time = {tau_r:.1e} ps")
print(f"neglected: resistive/viscous decay = {1/tau_r/rate_hydro:.3f}")
print(f"neglected: Debye temperature of branch = {theta:.0f} K")
print(f"neglected: 1 - CT/(4E) at 15 K = {1-cutoff_factor(theta/temp):.1e}")
print(f"mean phonon energy in viscosity / k_B T = {X_MEAN:.3f}")
print(f"its wavenumber / Debye wavenumber = {edge_fraction:.3f}")
print(f"group speed / c there, sine band = {np.cos(np.pi*edge_fraction/2):.3f}")
print(f"eta factor if tau ~ 1/omega = {power_factor[1]:.3f}")
print(f"eta factor if tau ~ 1/omega^2 = {power_factor[2]:.3f}")
print(f"momentum excess at u = 0.01 c = {drift_excess(beta)-1:.1e}")
print(f"momentum excess at u = 0.1 c = {drift_excess(0.1)-1:.4f}")
print(f"cubic moduli C11, C12, C44 = {moduli} GPa")
print(f"crystal mass density = {mass_density:.0f} kg/m^3")
print(f"3 branches: eta factor, cube-axis flow = {cube:.3f}")
print(f"3 branches: eta factor, face-diagonal flow = {diag:.3f}")
print(f"3 branches: drift mass factor = {mass:.3f}")
print(f"3 branches: eta/rho factor, cube axis = {cube/mass:.3f}")
print(f"3 branches: eta/rho factor, diagonal = {diag/mass:.3f}")
for ratio in (0.05, 0.1, 0.2, 0.5, 1.0):
    print(f"CT/(4E) at T/Debye = {ratio:.2f}: {cutoff_factor(1/ratio):.4f}")
print(f"silicon-like branch: speed = {si_speed:.0f} A/ps")
print(f"silicon-like branch: lattice edge = {si_lattice:.1f} A")
print(f"silicon-like branch: Debye temperature = {si_theta:.0f} K")
print(f"silicon-like CT/(4E) at 300 K = {cutoff_factor(si_theta/si_temp):.3f}")
print("verified")
```

It prints:

```
test: eta/(E tau) from k integration = 0.266667
test: 4/15 = 0.266667
test: K^4 coefficient of decay = 0.00568; 1/175 = 0.00571
temperature = 15 K
thermal energy k_B T = 1.2926e-03 eV
sound speed c = 36 A/ps
normal relaxation time tau = 1.0e+05 ps
mean free path c tau = 3.60e+06 A
energy density E = 6.9029e-08 eV/A^3
viscosity eta = 1.8408e-03 eV ps/A^3
viscosity eta = 2.949e-04 Pa s
drift mass density rho = 7.1017e-11 eV ps^2/A^5
kinematic viscosity = 2.5920e+07 A^2/ps
drift wavelength = 4.0e+07 A
K = q c tau = 0.5655
decay rate, viscosity formula = 6.3955e-07 1/ps
decay rate, kinetic operator = 6.3394e-07 1/ps
viscous decay time = 1.564e+06 ps
drift speed amplitude u = 0.36 A/ps
heat flux amplitude 4Eu/3 = 3.313e-08 eV/(A^2 ps)
shear stress amplitude eta q u = 1.041e-10 eV/A^3
neglected: resistive time = 5.0e+06 ps
neglected: resistive/viscous decay = 0.313
neglected: Debye temperature of branch = 370 K
neglected: 1 - CT/(4E) at 15 K = 2.8e-07
mean phonon energy in viscosity / k_B T = 4.790
its wavenumber / Debye wavenumber = 0.194
group speed / c there, sine band = 0.954
eta factor if tau ~ 1/omega = 1.330
eta factor if tau ~ 1/omega^2 = 2.906
momentum excess at u = 0.01 c = 3.0e-04
momentum excess at u = 0.1 c = 0.0306
cubic moduli C11, C12, C44 = (100.0, 25.0, 28.0) GPa
crystal mass density = 2800 kg/m^3
3 branches: eta factor, cube-axis flow = 3.067
3 branches: eta factor, face-diagonal flow = 2.610
3 branches: drift mass factor = 3.016
3 branches: eta/rho factor, cube axis = 1.017
3 branches: eta/rho factor, diagonal = 0.866
CT/(4E) at T/Debye = 0.05: 1.0000
CT/(4E) at T/Debye = 0.10: 0.9824
CT/(4E) at T/Debye = 0.20: 0.7837
CT/(4E) at T/Debye = 0.50: 0.4678
CT/(4E) at T/Debye = 1.00: 0.3528
silicon-like branch: speed = 60 A/ps
silicon-like branch: lattice edge = 5.4 A
silicon-like branch: Debye temperature = 525 K
silicon-like CT/(4E) at 300 K = 0.439
verified
```
